# End Mode of a Diatomic Chain with a Light End Atom: a numerical check

```python
"""End mode of a semi-infinite diatomic chain with a free light end atom.

Result under test: masses M1, M2, M1, M2, ... with equal springs K and M1 < M2
have exactly one localized mode, at omega^2 = K (1/M1 + 1/M2), in the band gap.
With r = M1/M2, cell j = 1, 2, ... has displacements
    u_j = (-r)^(j-1)  (mass M1),    v_j = (-r)^j  (mass M2),    u_1 = 1.
Independent road: diagonalization of long finite chains whose far end is tied
to a fixed wall, so that the far end differs from the free end.
Hartree atomic units: K in E_h/a_0^2, masses in m_e, omega in E_h (hbar = 1).
"""
import numpy as np
from scipy.constants import physical_constants

TO_CM = physical_constants["hartree-inverse meter relationship"][0] / 100.0


def chain_modes(first_mass, second_mass, spring, cells, end_factor=1.0):
    """Squared frequencies and displacement columns; free start, wall at far end."""
    masses = np.tile([first_mass, second_mass], cells).astype(float)
    size = len(masses)
    force = np.zeros((size, size))
    for i in range(size - 1):
        k = spring * (end_factor if i == 0 else 1.0)
        force[i, i] += k
        force[i + 1, i + 1] += k
        force[i, i + 1] -= k
        force[i + 1, i] -= k
    force[-1, -1] += spring  # spring to the wall
    root = np.sqrt(masses)
    squares, vectors = np.linalg.eigh(force / np.outer(root, root))
    return squares, vectors / root[:, None], masses


def outside_bands(squares, light, heavy, spring):
    """Indices of modes in the gap, and number of modes above the optical band."""
    low, high = 2 * spring / heavy, 2 * spring / light
    top = low + high
    margin = 1e-9 * top
    gap = np.where((squares > low + margin) & (squares < high - margin))[0]
    return gap, int(np.sum(squares > top + margin))


K, M1, M2 = 0.05, 20000.0, 50000.0
r = M1 / M2
formula_square = K * (1 / M1 + 1 / M2)

# Bulk band edges from the Bloch dynamical matrix
bands = []
for q in np.linspace(0, np.pi, 201):
    coupling = -K * (1 + np.exp(-1j * q)) / np.sqrt(M1 * M2)
    bands.append(np.linalg.eigvalsh(
        np.array([[2 * K / M1, coupling], [np.conj(coupling), 2 * K / M2]])))
bands = np.array(bands)
gap_low, gap_high, band_top = bands[:, 0].max(), bands[:, 1].min(), bands[:, 1].max()
assert np.allclose([gap_low, gap_high, band_top],
                   [2 * K / M2, 2 * K / M1, 2 * K * (1 / M1 + 1 / M2)], rtol=1e-10)
assert abs((gap_low + gap_high) / 2 / formula_square - 1) < 1e-10

# Cell-to-cell map from the equations of motion: determinant 1 at any frequency
def cell_map(square):
    def step(mass):
        return np.array([[0.0, 1.0], [-1.0, 2 - mass * square / K]])
    return step(M2) @ step(M1)

for square in np.linspace(0.1, 1.3, 7) * band_top:
    assert abs(np.linalg.det(cell_map(square)) - 1) < 1e-10
multipliers = np.sort(np.linalg.eigvals(cell_map(formula_square)).real)
assert np.allclose(multipliers, [-1 / r, -r], rtol=1e-10)

# Long chain: frequency, displacements, and energy distribution
CELLS = 40
squares, shapes, masses = chain_modes(M1, M2, K, CELLS)
gap_modes, above = outside_bands(squares, M1, M2, K)
assert len(gap_modes) == 1 and above == 0
mode_square = squares[gap_modes[0]]
shape = shapes[:, gap_modes[0]]
shape = shape / shape[0]
assert abs(mode_square / formula_square - 1) < 1e-10
u, v = shape[0::2], shape[1::2]
j = np.arange(1, CELLS + 1)
assert np.allclose(u, (-r) ** (j - 1.0), atol=1e-10)
assert np.allclose(v, (-r) ** (1.0 * j), atol=1e-10)
assert np.max(np.abs(v[:-1] - u[1:])) < 1e-10       # links between cells unstretched
assert np.max(np.abs(u + v * M2 / M1)) < 1e-9       # centre of mass of a cell at rest
energy = masses * shape**2
norm = energy.sum()
atom_share = energy[0] / norm
cell_share = energy[:2].sum() / norm
assert abs(norm / (M1 / (1 - r)) - 1) < 1e-10
assert abs(atom_share - (1 - r)) < 1e-10
assert abs(cell_share - (1 - r**2)) < 1e-10
slope = np.polyfit(j[:8], np.log(np.abs(u[:8])), 1)[0]
decay_length = -1 / slope
assert abs(decay_length * np.log(M2 / M1) - 1) < 1e-7

# One end mode for a light end, none for a heavy end, at several mass ratios
counts = []
for ratio in (0.2, 0.4, 0.6, 0.9):
    light = ratio * M2
    light_squares = chain_modes(light, M2, K, 150)[0]
    heavy_squares = chain_modes(M2, light, K, 150)[0]
    light_gap, light_above = outside_bands(light_squares, light, M2, K)
    heavy_gap, heavy_above = outside_bands(heavy_squares, light, M2, K)
    assert len(light_gap) == 1 and len(heavy_gap) == 0
    assert light_above == 0 and heavy_above == 0
    assert abs(light_squares[light_gap[0]] / (K / light + K / M2) - 1) < 1e-9
    counts.append((ratio, len(light_gap), len(heavy_gap)))

# Error caused by the wall falls as r^(2 cells)
errors = {}
for cells in (4, 6, 8):
    s = chain_modes(M1, M2, K, cells)[0]
    errors[cells] = np.min(np.abs(s / formula_square - 1))
assert abs(errors[8] / errors[6] / r**4 - 1) < 0.01

# A softer end spring moves the mode
soft_squares = chain_modes(M1, M2, K, CELLS, end_factor=0.9)[0]
soft_gap, _ = outside_bands(soft_squares, M1, M2, K)
assert len(soft_gap) == 1
soft_omega = np.sqrt(soft_squares[soft_gap[0]])
omega = np.sqrt(mode_square)
assert soft_omega < 0.98 * omega

print(f"spring constant K = {K:.3f} E_h/a_0^2")
print(f"light mass M1 = {M1:.0f} m_e, heavy mass M2 = {M2:.0f} m_e")
print(f"mass ratio r = M1/M2 = {r:.3f}")
print(f"squared gap edges = {gap_low:.4e}, {gap_high:.4e} E_h^2")
print(f"squared top of optical band = {band_top:.4e} E_h^2")
print(f"squared end-mode frequency, formula = {formula_square:.6e} E_h^2")
print(f"squared end-mode frequency, chain   = {mode_square:.6e} E_h^2")
print(f"lower gap edge  = {np.sqrt(gap_low):.4e} E_h")
print(f"end mode        = {omega:.4e} E_h = {omega * TO_CM:.1f} cm^-1")
print(f"upper gap edge  = {np.sqrt(gap_high):.4e} E_h")
print(f"top of optical band = {np.sqrt(band_top):.4e} E_h")
print(f"number of cells in the chain = {CELLS}")
for cell in range(4):
    print(f"cell {cell + 1}: u/u_1 = {u[cell]:+.5f}, v/u_1 = {v[cell]:+.5f}")
print(f"kinetic-energy share of end atom = {atom_share:.4f}")
print(f"kinetic-energy share of end cell = {cell_share:.4f}")
print(f"amplitude decay length = {decay_length:.4f} cells")
for ratio, n_light, n_heavy in counts:
    print(f"M1/M2 = {ratio:.1f}: gap modes, light end {n_light}, heavy end {n_heavy}")
for cells, error in errors.items():
    print(f"{cells} cells: relative error of squared frequency = {error:.3e}")
print(f"error ratio, 8 to 6 cells = {errors[8] / errors[6]:.5f}; r^4 = {r**4:.5f}")
print(f"end mode with end spring 0.9 K = {soft_omega:.4e} E_h")
print(f"its frequency relative to equal springs = {soft_omega / omega:.4f}")
print("verified")
```

Output:

```
spring constant K = 0.050 E_h/a_0^2
light mass M1 = 20000 m_e, heavy mass M2 = 50000 m_e
mass ratio r = M1/M2 = 0.400
squared gap edges = 2.0000e-06, 5.0000e-06 E_h^2
squared top of optical band = 7.0000e-06 E_h^2
squared end-mode frequency, formula = 3.500000e-06 E_h^2
squared end-mode frequency, chain   = 3.500000e-06 E_h^2
lower gap edge  = 1.4142e-03 E_h
end mode        = 1.8708e-03 E_h = 410.6 cm^-1
upper gap edge  = 2.2361e-03 E_h
top of optical band = 2.6458e-03 E_h
number of cells in the chain = 40
cell 1: u/u_1 = +1.00000, v/u_1 = -0.40000
cell 2: u/u_1 = -0.40000, v/u_1 = +0.16000
cell 3: u/u_1 = +0.16000, v/u_1 = -0.06400
cell 4: u/u_1 = -0.06400, v/u_1 = +0.02560
kinetic-energy share of end atom = 0.6000
kinetic-energy share of end cell = 0.8400
amplitude decay length = 1.0914 cells
M1/M2 = 0.2: gap modes, light end 1, heavy end 0
M1/M2 = 0.4: gap modes, light end 1, heavy end 0
M1/M2 = 0.6: gap modes, light end 1, heavy end 0
M1/M2 = 0.9: gap modes, light end 1, heavy end 0
4 cells: relative error of squared frequency = 3.932e-04
6 cells: relative error of squared frequency = 1.007e-05
8 cells: relative error of squared frequency = 2.577e-07
error ratio, 8 to 6 cells = 0.02560; r^4 = 0.02560
end mode with end spring 0.9 K = 1.7894e-03 E_h
its frequency relative to equal springs = 0.9565
verified
```
